# High-energy nuclear stopping: the logarithm, its constant and its range: test program

```python
# Result under test: for classical screened-Coulomb collisions the reduced
# nuclear stopping obeys  s_n = [ln(eps) + C + o(1)] / (2 eps),  eps -> infinity.
# eps  : reduced energy a*E_c/(Z1 Z2 e^2), E_c = centre-of-mass energy
# beta : impact parameter / screening length a;  x : distance / a
# phi  : screening function sum_i c_i exp(-d_i x), with phi(0) = 1
# s_n  : eps * integral of sin^2(theta/2) d(beta^2), theta = c.m. angle
# C    : constant fixed by the screening function
# Born scattering is also tested, to show where the classical law ends.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import k1

COULOMB = (np.array([1.0]), np.array([0.0]))
YUKAWA = (np.array([1.0]), np.array([1.0]))
UNIVERSAL = (np.array([0.18175, 0.50986, 0.28022, 0.02817]),
             np.array([3.19980, 0.94229, 0.40290, 0.20162]))


def gauss(n, low, high):
    node, weight = np.polynomial.legendre.leggauss(n)
    half = 0.5 * (high - low)
    return low + half * (node + 1), half * weight


def phi(x, screen):
    c, d = screen
    return np.exp(-np.asarray(x)[..., None] * d) @ c


def dphi(x, screen):
    c, d = screen
    return -np.exp(-np.asarray(x)[..., None] * d) @ (c * d)


def closest(eps, beta, screen):
    """Distance of closest approach in units of a."""
    def radial(x):
        return x - float(phi(x, screen)) / eps - beta**2 / x
    return brentq(radial, 1e-12, beta + 2 / eps, xtol=1e-16, rtol=1e-13)


def angle(x0, eps, screen, n=300):
    """Exact classical angle from the orbit integral, u = x0/x = sin(t).
    pi is subtracted inside the integrand to keep small angles accurate."""
    x0 = np.atleast_1d(x0)[:, None]
    t, weight = gauss(n, 0, np.pi / 2)
    u = np.sin(t)[None, :]
    w0 = phi(x0, screen) / (eps * x0)
    w = phi(x0 / u, screen) * u / (eps * x0)
    p = (w0 - w) / np.cos(t)**2
    denominator = 1 + p - w0
    root = np.sqrt(np.maximum(1 - w0, 0) / denominator)
    return 2 * (p / (denominator * (1 + root))) @ weight


def stopping(eps, screen, beta_low=0.0, beta_high=None, n=300):
    """s_n from its definition, integrated over closest approach."""
    low = closest(eps, beta_low, screen)
    high = 80.0 if beta_high is None else closest(eps, beta_high, screen)
    y, weight = gauss(n, np.log(low), np.log(high))
    x = np.exp(y)
    dbeta2 = 2 * x - (phi(x, screen) + x * dphi(x, screen)) / eps
    sin2 = np.sin(angle(x, eps, screen, n) / 2)**2
    return eps * np.sum(weight * x * dbeta2 * sin2)


def impulse(beta, screen):
    """G(beta) from the straight-line transverse impulse, x = beta cosh(t)."""
    t, weight = gauss(400, 0, 40)
    ch = np.cosh(t)
    x = beta * ch
    return np.sum(weight * (phi(x, screen) / ch**2
                            - beta * dphi(x, screen) / ch))


def constant_closed(screen):
    c, d = screen
    total = 0.0
    for i, p in enumerate(d):
        for j, q in enumerate(d):
            if i == j:
                f = np.log(p) + 0.5
            else:
                f = (p*p*np.log(p) - q*q*np.log(q)) / (p*p - q*q)
            total += c[i] * c[j] * f
    return 2 * np.log(2) - np.euler_gamma - total


def constant_quadrature(screen, cut=1e-4):
    y, weight = gauss(300, np.log(cut), np.log(80.0))
    g2 = np.array([impulse(b, screen)**2 for b in np.exp(y)])
    return np.log(2) + np.log(cut) + np.sum(weight * g2)


# Rutherford angle and truncated Rutherford stopping
for beta in (0.003, 0.03, 0.5):
    found = angle(closest(50.0, beta, COULOMB), 50.0, COULOMB)[0]
    assert abs(found / (2 * np.arctan(1 / (100 * beta))) - 1) < 1e-6
cut_number = stopping(50.0, COULOMB, 0.0, 1.0)
cut_formula = np.log(1 + 4 * 50.0**2) / (4 * 50.0)
assert abs(cut_number / cut_formula - 1) < 1e-5
print(f"Rutherford cut at beta=1, eps=50: s_n = {cut_number:.6f}"
      f" (integral), {cut_formula:.6f} (formula)")

# Distant collisions: impulse integral, Bessel form and exact orbit
for screen in (YUKAWA, UNIVERSAL):
    for beta in (0.2, 1.0, 3.0):
        g = impulse(beta, screen)
        bessel = beta * np.sum(screen[0] * screen[1] * k1(screen[1] * beta))
        exact = angle(closest(1e4, beta, screen), 1e4, screen)[0]
        assert abs(g / bessel - 1) < 1e-6
        assert abs(exact * 1e4 * beta / g - 1) < 3e-3  # finite eps
        if screen is UNIVERSAL:
            print(f"universal beta={beta:.1f}: G = {g:.5f},"
                  f" exact eps*beta*theta at eps=1e4 = {exact*1e4*beta:.5f}")

# Full stopping integral against the asymptotic law
constants_C = {}
for name, screen in (("exponential", YUKAWA), ("universal", UNIVERSAL)):
    c_closed = constant_closed(screen)
    c_quad = constant_quadrature(screen)
    assert abs(c_closed - c_quad) < 1e-5
    constants_C[name] = c_closed
    print(f"{name}: C = {c_closed:.5f} (closed), {c_quad:.5f} (quadrature),"
          f" exp(C) = {np.exp(c_closed):.4f}")
    previous = np.inf
    for eps in (1e1, 1e2, 1e3, 1e4):
        value = 2 * eps * stopping(eps, screen)
        deviation = value - np.log(eps) - c_closed
        print(f"  eps={eps:.0f}: 2 eps s_n = {value:.5f},"
              f" ln eps = {np.log(eps):.5f},"
              f" ratio = {value/np.log(eps):.4f},"
              f" minus (ln eps + C) = {deviation:.5f}")
        if eps >= 100:
            # next terms are of order ln(eps)/eps
            assert abs(deviation) < 3 * np.log(eps) / eps
            assert abs(deviation) < previous
            previous = abs(deviation)
coarse = stopping(1e4, UNIVERSAL, n=200)
fine = stopping(1e4, UNIVERSAL, n=400)
assert abs(coarse / fine - 1) < 1e-5

# The logarithm comes from nearly unscreened, small-angle collisions
decade = 2e4 * stopping(1e4, UNIVERSAL, 1e-3, 1e-2)
assert abs(decade - np.log(10)) < 0.01
print(f"eps=1e4, beta 0.001 to 0.01 adds {decade:.5f} to 2 eps s_n;"
      f" ln 10 = {np.log(10):.5f}")


def born_stopping(eps, lam):
    """Born s_n, exponential screening; radial Fourier integral by quadrature.
    lam = (k a)^2/eps, Q = momentum transfer times a / hbar."""
    ka = np.sqrt(lam * eps)
    y, weight = gauss(100, np.log(1e-3), np.log(2 * ka))
    total = 0.0
    for q, w in zip(np.exp(y), weight):
        radial = quad(lambda x: np.exp(-x), 0, 40, weight='sin', wvar=q,
                      epsabs=1e-12, epsrel=1e-10, limit=200)[0]
        amplitude = lam * radial / q
        total += w * q * (q*q / (4*ka*ka)) * amplitude**2 * 2*q / (ka*ka)
    return eps * total


born = []
for eps in (1e4, 1e5):
    value = 2 * eps * born_stopping(eps, 1.0)
    formula = np.log(2 * np.sqrt(eps)) - 0.5
    assert abs(value - formula) < 1e-3
    born.append(value)
    print(f"Born, Lambda=1, eps={eps:.0f}: 2 eps s_n = {value:.5f},"
          f" ln(2ka)-1/2 = {formula:.5f}")
slope = (born[1] - born[0]) / np.log(10)
assert abs(slope - 0.5) < 1e-3
print(f"Born coefficient of ln eps in 2 eps s_n = {slope:.4f}")

# Worked example: 1 MeV boron-11 on free germanium atoms
Z1, Z2, M1, M2 = 5, 32, 11.009, 72.63
energy = 1.0e6                                             # eV
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9    # eV nm
bohr = const.physical_constants['Bohr radius'][0] * 1e9    # nm
a = 0.8854 * bohr / (Z1**0.23 + Z2**0.23)
strength = Z1 * Z2 * coulomb
energy_cm = energy * M2 / (M1 + M2)
eps = a * energy_cm / strength
transfer = 4 * M1 * M2 / (M1 + M2)**2

# Laboratory two-body trajectory; units nm, eV, u
beta_test = 0.1
speed = np.sqrt(2 * energy / M1)


def motion(time, state):
    separation = state[0:2] - state[2:4]
    r = np.hypot(*separation)
    force = strength * (phi(r/a, UNIVERSAL) / r**2
                        - dphi(r/a, UNIVERSAL) / (a * r))
    vector = force * separation / r
    return np.concatenate((state[4:8], vector / M1, -vector / M2))


duration = 160 * a / speed
start = [-80 * a, beta_test * a, 0, 0, speed, 0, 0, 0]
orbit = solve_ivp(motion, (0, duration), start, method='DOP853',
                  rtol=1e-10, atol=1e-11, max_step=duration / 400)
assert orbit.success
recoil = 0.5 * M2 * np.sum(orbit.y[6:8, -1]**2)
theta = angle(closest(eps, beta_test, UNIVERSAL), eps, UNIVERSAL)[0]
recoil_formula = transfer * energy * np.sin(theta / 2)**2
assert abs(recoil / recoil_formula - 1) < 1e-5

s_exact = stopping(eps, UNIVERSAL)
s_lead = np.log(eps) / (2 * eps)
s_constant = (np.log(eps) + constants_C["universal"]) / (2 * eps)
prefactor = 4 * np.pi * a * strength * M1 / (M1 + M2)
# direct cross section: integral of T * 2 pi b db over impact parameter
y, weight = gauss(200, np.log(1e-5), np.log(80.0))
b_nodes = np.exp(y)
x_nodes = np.array([closest(eps, b, UNIVERSAL) for b in b_nodes])
transfers = transfer * energy * np.sin(angle(x_nodes, eps, UNIVERSAL) / 2)**2
S_direct = np.sum(weight * 2 * np.pi * (a * b_nodes)**2 * transfers)
S_exact = prefactor * s_exact
assert abs(S_direct / S_exact - 1) < 1e-5

hard = stopping(eps, UNIVERSAL, 0.0, 1 / (2 * eps))
window = stopping(eps, UNIVERSAL, 1 / (2 * eps), 1.0)
outer = stopping(eps, UNIVERSAL, 1.0)
assert abs((hard + window + outer) / s_exact - 1) < 1e-5
mass = M1 * M2 / (M1 + M2) * const.atomic_mass
ka = np.sqrt(2 * mass * energy_cm * const.e) * a * 1e-9 / const.hbar
assert ka / eps > 10 and ka**2 / eps > 100 * eps

print(f"B on Ge: Z1 = {Z1}, Z2 = {Z2}, M1 = {M1} u, M2 = {M2} u")
print(f"laboratory energy = {energy/1e3:.1f} keV")
print(f"centre-of-mass energy = {energy_cm/1e3:.2f} keV")
print(f"screening length a = {a:.6f} nm")
print(f"Z1 Z2 e^2 = {strength:.3f} eV nm")
print(f"reduced energy eps = {eps:.3f}, ln eps = {np.log(eps):.4f}")
print(f"unscreened head-on distance a/eps = {a/eps:.4e} nm")
print(f"maximum energy-transfer fraction = {transfer:.5f}")
print(f"beta=0.1: theta = {theta:.5f} rad, recoil = {recoil/1e3:.4f} keV"
      f" (trajectory), {recoil_formula/1e3:.4f} keV (formula)")
print(f"s_n full classical = {s_exact:.6f}")
print(f"s_n leading = {s_lead:.6f}, error = {100*(s_lead/s_exact-1):.2f} %")
print(f"s_n with C = {s_constant:.6f},"
      f" error = {100*(s_constant/s_exact-1):.2f} %")
print(f"S_n / s_n = {prefactor:.5f} eV nm^2")
print(f"S_n full classical = {S_exact:.5f} eV nm^2"
      f" = {S_exact*1e-14:.4e} eV cm^2")
print(f"S_n direct impact-parameter integral = {S_direct:.5f} eV nm^2")
print(f"S_n leading = {prefactor*s_lead:.5f} eV nm^2")
print(f"share beta < 1/(2 eps) = {100*hard/s_exact:.2f} %")
print(f"share 1/(2 eps) < beta < 1 = {100*window/s_exact:.2f} %")
print(f"share beta > 1 = {100*outer/s_exact:.2f} %")
print(f"ka = {ka:.1f}, ka/eps = {ka/eps:.2f}, Lambda = {ka**2/eps:.4e}")
print("all good")
```

It prints:

```
Rutherford cut at beta=1, eps=50: s_n = 0.046052 (integral), 0.046052 (formula)
universal beta=0.2: G = 0.93319, exact eps*beta*theta at eps=1e4 = 0.93314
universal beta=1.0: G = 0.60920, exact eps*beta*theta at eps=1e4 = 0.60919
universal beta=3.0: G = 0.23852, exact eps*beta*theta at eps=1e4 = 0.23852
exponential: C = 0.30908 (closed), 0.30908 (quadrature), exp(C) = 1.3622
  eps=10: 2 eps s_n = 2.47230, ln eps = 2.30259, ratio = 1.0737, minus (ln eps + C) = -0.13937
  eps=100: 2 eps s_n = 4.87527, ln eps = 4.60517, ratio = 1.0587, minus (ln eps + C) = -0.03898
  eps=1000: 2 eps s_n = 7.21056, ln eps = 6.90776, ratio = 1.0438, minus (ln eps + C) = -0.00628
  eps=10000: 2 eps s_n = 9.51856, ln eps = 9.21034, ratio = 1.0335, minus (ln eps + C) = -0.00086
universal: C = 0.27460 (closed), 0.27460 (quadrature), exp(C) = 1.3160
  eps=10: 2 eps s_n = 2.45228, ln eps = 2.30259, ratio = 1.0650, minus (ln eps + C) = -0.12490
  eps=100: 2 eps s_n = 4.83785, ln eps = 4.60517, ratio = 1.0505, minus (ln eps + C) = -0.04192
  eps=1000: 2 eps s_n = 7.17532, ln eps = 6.90776, ratio = 1.0387, minus (ln eps + C) = -0.00703
  eps=10000: 2 eps s_n = 9.48396, ln eps = 9.21034, ratio = 1.0297, minus (ln eps + C) = -0.00098
eps=1e4, beta 0.001 to 0.01 adds 2.30052 to 2 eps s_n; ln 10 = 2.30259
Born, Lambda=1, eps=10000: 2 eps s_n = 4.79834, ln(2ka)-1/2 = 4.79832
Born, Lambda=1, eps=100000: 2 eps s_n = 5.94961, ln(2ka)-1/2 = 5.94961
Born coefficient of ln eps in 2 eps s_n = 0.5000
B on Ge: Z1 = 5, Z2 = 32, M1 = 11.009 u, M2 = 72.63 u
laboratory energy = 1000.0 keV
centre-of-mass energy = 868.37 keV
screening length a = 0.012777 nm
Z1 Z2 e^2 = 230.394 eV nm
reduced energy eps = 48.156, ln eps = 3.8744
unscreened head-on distance a/eps = 2.6532e-04 nm
maximum energy-transfer fraction = 0.45720
beta=0.1: theta = 0.19967 rad, recoil = 4.5418 keV (trajectory), 4.5418 keV (formula)
s_n full classical = 0.042378
s_n leading = 0.040228, error = -5.07 %
s_n with C = 0.043079, error = 1.65 %
S_n / s_n = 4.86896 eV nm^2
S_n full classical = 0.20634 eV nm^2 = 2.0634e-15 eV cm^2
S_n direct impact-parameter integral = 0.20634 eV nm^2
S_n leading = 0.19587 eV nm^2
share beta < 1/(2 eps) = 8.43 %
share 1/(2 eps) < beta < 1 = 85.99 %
share beta > 1 = 5.58 %
ka = 8052.2, ka/eps = 167.21, Lambda = 1.3464e+06
all good
```
